# Hole sweep-out and the gain ceiling of an n-type photoconductor, part 1

(Sections cited here and not found follow in the second part.)

## The hole balance and the ceiling on the gain

A bar of n-type semiconductor is held between two contacts at a fixed voltage, and light falls on it. Each absorbed photon makes one electron and one hole. The electron usually moves faster and reaches its contact first, but the hole left behind still needs a compensating negative charge, so another electron enters from the opposite contact. This continues until the hole disappears, and one photon can therefore send more than one electron round the circuit. If the hole disappeared by recombination alone, a higher voltage would move more electrons through the bar during its life, and the gain would grow in proportion to the voltage. But the field also drives the hole towards a contact. Once holes leave the bar before they recombine, a higher voltage shortens their stay as much as it speeds up the electrons. The question is what gain remains.

Let the bar have length $L$, with the positive contact, the anode, at $x=0$ and the cathode at $x=L$. The voltage $V>0$ gives a dark field $E=V/L$ pointing towards $+x$, so holes drift towards the cathode. The elementary charge $q$ is positive, and $J$ is the current density along $+x$. Light generates $G$ pairs per unit volume and time, uniformly along the bar. The gain is the number of extra electrons passing through the circuit per absorbed photon,

$$g=\frac{\Delta J}{qGL},$$

where $\Delta J$ is the current density in the light minus that in the dark. The denominator is the generation per unit cross-section, multiplied by $q$.

In the dark the densities are $n_0$ and $p_0$, with $p_0\ll n_0$. In the light they are $n=n_0+N$ and $p=p_0+P$. The mobilities $\mu_n,\mu_p$ are constant for now, and the diffusion coefficients obey the Einstein relation $D_{n,p}=\mu_{n,p}kT/q$. Excess pairs recombine at the rate $P/\tau$. The contacts hold both densities at their dark values, so that $N=P=0$ at both ends. For holes this is what perfect absorption means: an excess hole that reaches a contact is removed at once.

Let $\mathcal E(x)=E+\eta(x)$ be the field in the light. The electron and hole current densities are

$$J_n=q\mu_n n\mathcal E+qD_n\frac{dn}{dx},\qquad
J_p=q\mu_p p\mathcal E-qD_p\frac{dp}{dx}.$$

The diffusion signs differ because both species diffuse towards lower density but carry opposite charges. In the steady state,

$$\frac1q\frac{dJ_p}{dx}=G-\frac P\tau,\qquad
\frac1q\frac{dJ_n}{dx}=-\left(G-\frac P\tau\right).$$

Adding these shows that $J=J_n+J_p$ does not depend on $x$. In the dark, uniform densities and the uniform field $E$ satisfy all the equations, and the current density is $J_0=q(\mu_nn_0+\mu_pp_0)E$.

Subtracting $J_0$ from the current in the light gives

$$\Delta J=q(\mu_nN+\mu_pP)\mathcal E+q(\mu_nn_0+\mu_pp_0)\eta+qD_nN'-qD_pP',$$

where a prime means $d/dx$. The first term is the drift of the added carriers in the full field. The second is the response of the carriers already present to the change of field. Quasi-neutrality is now assumed: the bar has enough electrons to cancel the charge of the excess holes nearly everywhere, so $N=P$ in the carrier terms. The small difference between $N$ and $P$ is what produces $\eta$, and its size is estimated below. Then

$$\Delta J=q(\mu_n+\mu_p)P\mathcal E+q(\mu_nn_0+\mu_pp_0)\eta+q(D_n-D_p)P'.\tag{1}$$

Equation (1) contains the unknown field change, which the fixed voltage removes. The densities at the contacts do not change, so neither do the contact potentials, and the field integrates to $V$ in the dark and in the light alike. Hence $\int_0^L\eta\,dx=0$. The diffusion term integrates to $q(D_n-D_p)[P(L)-P(0)]=0$. Averaging (1) over the length, with the average written $\langle\cdot\rangle$, leaves

$$\Delta J=q(\mu_n+\mu_p)\langle P\mathcal E\rangle.\tag{2}$$

Under low injection, $P\ll n_0$, the field inside the average can be replaced by $E$. To see this, solve (1) for $\eta$, neglecting $\mu_pp_0$ beside $\mu_nn_0$:

$$\eta=\frac{1}{\mu_nn_0}\left[\frac{\Delta J}{q}-(\mu_n+\mu_p)EP-(D_n-D_p)P'\right],\tag{3}$$

to first order in $P$. The first two terms in the bracket are of order $\mu_nEP$ when $\mu_n$ is not small beside $\mu_p$. When drift dominates, $P'$ is largest where the density falls to zero over the distance $kT/(qE)$, and there $D_nP'$ is of order $\mu_nEP$ too. So $\eta/E$ is of order $P/n_0$, which low injection makes small. When diffusion dominates, as at low bias, the last term can exceed the others, but it adds nothing to $\langle P\eta\rangle$, because $\langle PP'\rangle=[P(L)^2-P(0)^2]/(2L)=0$. In both cases

$$\Delta J=q(\mu_n+\mu_p)E\langle P\rangle.\tag{4}$$

It remains to find the hole density. Subtracting the dark hole flux $\mu_pp_0E$ from $J_p/q$ gives the excess flux

$$\mu_pEP+\mu_pp_0\eta+\mu_pP\eta-D_pP'.$$

By (3), the third term consists of parts that are smaller than the ordinary drift and diffusion terms by a factor of order $P/n_0$. For the second, the continuity equation needs the derivative. Since $\Delta J$ is constant, (3) gives

$$\mu_pp_0\eta'=-\frac{p_0}{n_0}\left[\left(1+\frac1b\right)\mu_pEP'+\left(1-\frac1b\right)D_pP''\right],\qquad b=\frac{\mu_n}{\mu_p}.$$

The factor $1/b$ arises from dividing by $\mu_n$, and the Einstein relation turns $(D_n-D_p)\mu_p/\mu_n$ into $(1-1/b)D_p$. Both terms are smaller than the ordinary drift and diffusion terms by a factor of order $p_0/n_0$. What remains is

$$F=vP-D_pP',\qquad F'=G-\frac P\tau,\qquad v=\mu_pE,\tag{5}$$

or, written as one equation,

$$D_pP''-vP'-\frac P\tau+G=0.\tag{6}$$

The electron equation must lead to the same result, although electrons on their own drift the other way. To first order, the derivative of the electron current is

$$\frac1qJ_n'=\mu_nEP'+\mu_nn_0\eta'+D_nP''.$$

From (3), $\mu_nn_0\eta'=-(\mu_n+\mu_p)EP'-(D_n-D_p)P''$. Substitution gives $J_n'/q=-\mu_pEP'+D_pP''$, and equating this to $-(G-P/\tau)$ reproduces (6). The large density $n_0$ responds to a slight change of field and moves the electron excess along with the holes. The disturbance therefore travels at the drift velocity of the minority carrier, towards the cathode.

With (4) the gain becomes

$$g=\frac{(\mu_n+\mu_p)E\langle P\rangle}{GL}=(1+b)\,\theta,\qquad
\theta=\frac{v\langle P\rangle}{GL}.\tag{7}$$

The number $\theta$ measures the holes stored in the bar. The ratio $\langle P\rangle/G$ is the mean time a hole spends there, and $\theta$ is that time divided by the full transit time $t_p=L/v=L^2/(\mu_pV)$.

A bound on $\theta$ follows from the hole flux without solving (6). The average of $F$ in (5) is

$$\langle F\rangle=v\langle P\rangle-\frac{D_p}{L}[P(L)-P(0)]=v\langle P\rangle.$$

The same average can be found from the sources. At the anode $P=0$, so $F(0)=-D_pP'(0)$, and integration of $F'$ gives

$$F(x)=-D_pP'(0)+Gx-\frac1\tau\int_0^xP(y)\,dy.$$

The average of $Gx$ is $GL/2$. In the double integral, a given $y$ is counted for all $x$ from $y$ to $L$, so

$$\frac1L\int_0^Ldx\int_0^xP(y)\,dy=\frac1L\int_0^L(L-y)P(y)\,dy.$$

Equating the two forms of $\langle F\rangle$ and dividing by $GL$,

$$\theta=\frac12-\frac{D_pP'(0)}{GL}-\frac{1}{GL^2\tau}\int_0^L(L-x)P(x)\,dx.\tag{8}$$

The first loss comes from holes that diffuse against the field and leave through the anode. The second comes from holes that recombine on the way, weighted by the distance they still had to travel.

Both losses are positive. Suppose $P$ were negative somewhere. Since it vanishes at the ends, it would have a negative minimum inside the bar, where $P'=0$, $P''\ge0$ and $-P/\tau>0$. The left side of (6) would then be positive, which contradicts the equation. So $P\ge0$, and because $P(0)=0$, also $P'(0)\ge0$. The slope cannot vanish either: if $P(0)=P'(0)=0$, equation (6) would give $P''(0)=-G/D_p<0$, and $P$ would be negative just inside the anode. Hence $\theta<1/2$, and

$$g<\frac{1+b}{2}=\frac12\left(1+\frac{\mu_n}{\mu_p}\right)\tag{9}$$

at every bias in this model.

To show that the ceiling is approached, the losses need an upper bound. Pure drift without recombination would make the flux $vP$ equal to $Gx$, so compare $P$ with $Gx/v$. Let $w=Gx/v-P$. Inserting $Gx/v$ into the operator of (6) and using (6) for $P$,

$$D_pw''-vw'-\frac w\tau=\left(-G-\frac{Gx}{v\tau}\right)-(-G)=-\frac{Gx}{v\tau}\le0.$$

At the ends $w(0)=0$ and $w(L)=GL/v>0$. A negative minimum of $w$ would make the left side positive, so it cannot occur. Therefore

$$0\le P(x)\le\frac{Gx}{v}.\tag{10}$$

Since both sides vanish at $x=0$, the slope obeys $P'(0)\le G/v$. The anode loss is then at most $D_p/(vL)$. The Einstein relation turns this into

$$\frac{D_p}{vL}=\frac{\mu_pkT/q}{\mu_pEL}=\frac{kT}{qV}.$$

The recombination loss is at most

$$\frac{1}{GL^2\tau}\int_0^L(L-x)\frac{Gx}{v}\,dx
=\frac{1}{L^2v\tau}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{t_p}{6\tau}.$$

Inserting both into (8), multiplying by $1+b$ and taking out the factor one half,

$$\frac{1+b}{2}\left[1-\frac{2kT}{qV}-\frac{t_p}{3\tau}\right]\le g<\frac{1+b}{2}.\tag{11}$$

Both corrections fall as $1/V$, the second because $t_p\propto1/V$. With constant mobilities the gain therefore comes close to $(1+b)/2$ when $V\gg kT/q$ and $t_p\ll\tau$, as long as the bar stays quasi-neutral. This is the result sought. Neutrality limits the voltage from above: the transit time must remain long beside the dielectric relaxation time $\varepsilon/(q\mu_nn_0)$, where $\varepsilon$ is the permittivity.

The factor one half is geometrical. In the limit a hole created at $x$ travels the distance $L-x$, which averages to $L/2$ for uniform generation. Its own motion carries the charge $q(L-x)/L$ through the circuit, on average $q/2$. While it travels, for a time $(L-x)/v$, one extra electron is present in the bar and drifts at the speed $\mu_nE=bv$. This carries the charge $qb(L-x)/L$, on average $qb/2$. The sum is $q(1+b)/2$. For equal mobilities it is one charge per photon, and a larger gain needs electrons that are faster than holes. The voltage has dropped out because the electron speed and the hole's time in the bar vary inversely.

For constant mobilities, low injection and contacts that absorb holes perfectly, the gain in a quasi-neutral bar stays below $(1+b)/2$ and approaches it when $V\gg kT/q$ and $t_p\ll\tau$. What remains is to find the full dependence on bias, work through a silicon example, and examine where the assumptions fail.
